# Vibrational Pair Interactions in a Harmonic Binary Chain: a numerical check

```python
# Result under test: in an open harmonic chain of A and B atoms the classical
# vibrational free energy is a sum over bonds, and each AB bond costs
#     v_vib = -(kT/4) ln R,   R = kAA*kBB/kAB^2,
# relative to separated pure A and pure B chains.
# Symbols: K = spring constants (N/m), MASS = masses (u), type 0 = A, 1 = B,
# w = static energy per AB bond, y = statistical weight of an AB bond,
# p = fraction of bonds that are AB (either order), c = fraction of A atoms.
import itertools
from functools import lru_cache
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

K = np.array([[40.0, 75.0], [75.0, 90.0]])
MASS = np.array([30.0, 60.0])
W_MEV = -10.0
KB = const.k / const.e * 1000.0                      # meV/K
HBAR_OMEGA = const.hbar / const.e * 1000.0 / np.sqrt(const.atomic_mass)
R = K[0, 0] * K[1, 1] / K[0, 1] ** 2
LN_R = np.log(R)


def dynamical(types, q=None, mass=MASS):
    """Open chain if q is None, otherwise periodic cell with Bloch phase q."""
    t = np.array(types)
    n = len(t)
    d = np.zeros((n, n), dtype=complex)
    for i in range(n - 1 if q is None else n):
        j = (i + 1) % n
        k = K[t[i], t[j]]
        phase = np.exp(1j * q) if (q is not None and i == n - 1) else 1.0
        d[i, i] += k
        d[j, j] += k
        d[i, j] -= k * phase
        d[j, i] -= k * np.conj(phase)
    root = np.sqrt(mass[t])
    return d / np.outer(root, root)


def log_product(types, q=None, mass=MASS):
    """Log of the product of nonzero squared frequencies."""
    lam = np.linalg.eigvalsh(dynamical(types, q, mass))
    return np.sum(np.log(lam[1:]))


@lru_cache(maxsize=None)
def band(types, nq):
    qs = (np.arange(nq) + 0.5) * 2 * np.pi / nq
    return np.linalg.eigvalsh(np.array([dynamical(types, q) for q in qs]))


def per_atom(types, func, nq=200):
    """Zone average per atom; removes the 1/nq error of a log singularity."""
    coarse, fine = [np.mean(func(band(types, m))) for m in (nq, 2 * nq)]
    return 2 * fine - coarse


def free_energy(types, temp):
    """Exact quantum harmonic free energy per atom, meV."""
    def mode(lam):
        x = HBAR_OMEGA * np.sqrt(lam) / (KB * temp)
        return x / 2 + np.log(-np.expm1(-x))
    return KB * temp * per_atom(types, mode)


A, B, AB = (0,), (1,), (0, 1)


def v_exact(temp):
    return free_energy(AB, temp) - 0.5 * (free_energy(A, temp)
                                          + free_energy(B, temp))


def v_classical(temp):
    return -KB * temp * LN_R / 4


def v_quantum_term(temp):
    pair = K * (1 / MASS[:, None] + 1 / MASS[None, :])
    diff = pair[0, 1] - 0.5 * (pair[0, 0] + pair[1, 1])
    return HBAR_OMEGA ** 2 * diff / (24 * KB * temp)


# Product of frequencies: open chains and rings of random composition
rng = np.random.default_rng(4)
for trial in range(12):
    t = rng.integers(0, 2, 14)
    m = MASS[t]
    mass_part = np.log(m.sum()) - np.log(m).sum()
    springs = K[t[:-1], t[1:]]
    assert abs(log_product(t) - np.log(springs).sum() - mass_part) < 1e-8
    springs = K[t, np.roll(t, -1)]
    expected = np.log(springs).sum() + np.log((1 / springs).sum()) + mass_part
    assert abs(log_product(t, 0.0) - expected) < 1e-8

# Infinite crystals: cost per atom equals number of AB bonds times v_vib/kT
half_log = lambda lam: 0.5 * np.log(lam)
pure_a, pure_b = per_atom(A, half_log), per_atom(B, half_log)
crystal_cost = {}
for name, cell in (("AB", AB), ("AABB", (0, 0, 1, 1)), ("AAB", (0, 0, 1)),
                   ("AAABAB", (0, 0, 0, 1, 0, 1))):
    x_b = np.mean(cell)
    ab = np.mean([cell[i] != cell[i - 1] for i in range(len(cell))])
    cost = per_atom(cell, half_log) - (1 - x_b) * pure_a - x_b * pure_b
    assert abs(cost + ab * LN_R / 4) < 1e-9
    crystal_cost[name] = (ab, cost)

# Bloch determinant
for q in (0.4, 1.7, 2.9):
    cell = np.array([0, 0, 1, 0, 1])
    det = np.linalg.det(dynamical(cell, q)).real
    ratio = np.prod(K[cell, np.roll(cell, -1)]) / np.prod(MASS[cell])
    assert abs(det / (ratio * (2 - 2 * np.cos(q))) - 1) < 1e-9

# Quantum expansion: remainder over kT must fall as the fourth power of 1/T
rest = [(v_exact(T) - v_classical(T) - v_quantum_term(T)) / (KB * T)
        for T in (1000.0, 2000.0)]
assert 15 < rest[0] / rest[1] < 17

# Equal bond counts: same trace of D, different trace of D squared
ring1, ring2 = (0, 0, 1, 1, 0, 0, 1, 1), (0, 0, 0, 1, 1, 1, 0, 1)
d1, d2 = dynamical(ring1, 0.0), dynamical(ring2, 0.0)
assert abs(np.trace(d1 - d2)) < 1e-10
assert abs(log_product(ring1, 0.0) - log_product(ring2, 0.0)) < 1e-8
assert abs(np.trace(d1 @ d1 - d2 @ d2)) > 0.1
nonpair = free_energy(ring2, 300.0) - free_energy(ring1, 300.0)
assert abs(nonpair) > 1e-6


# Configurational statistics
def weight(temp):
    return R ** 0.25 * np.exp(-W_MEV / (KB * temp))


def ab_fraction(c, y):
    s = 4 * c * (1 - c)
    return s / (1 + np.sqrt(1 + s * (1 / y ** 2 - 1)))


# Sum over every open chain, vibrational weights from diagonalization.
# Site factors act as the chemical potential that makes A and B equivalent.
n_atoms, T_enum = 10, 500.0
equal_mass = np.array([1.0, 1.0])
z_sum = ab_sum = log_sum = 0.0
for t in itertools.product((0, 1), repeat=n_atoms):
    t = np.array(t)
    n_ab = np.count_nonzero(t[1:] != t[:-1])
    logp = log_product(t, mass=equal_mass)
    site = 0.5 * np.log(np.diag(K)[t])
    site[[0, -1]] *= 0.5
    z = np.exp(site.sum() - 0.5 * logp - W_MEV * n_ab / (KB * T_enum))
    z_sum += z
    ab_sum += z * n_ab
    log_sum += logp
p_enum = ab_sum / z_sum / (n_atoms - 1)
assert abs(p_enum - ab_fraction(0.5, weight(T_enum))) < 1e-9
ordered_log = log_product(np.arange(n_atoms) % 2, mass=equal_mass)
s_order_random = 0.5 * (log_sum / 2 ** n_atoms - ordered_log) / (n_atoms - 1)
assert abs(s_order_random - LN_R / 8) < 1e-9


# General composition from derivatives of the transfer-matrix eigenvalue
def log_eig(h, ln_y):
    off = np.exp(ln_y)
    return np.log(np.linalg.eigvalsh([[np.exp(h), off], [off, np.exp(-h)]])[-1])


step, ln_y = 1e-5, np.log(weight(300.0))
comp = lambda h: 0.5 + (log_eig(h + step, ln_y)
                        - log_eig(h - step, ln_y)) / (4 * step)
h0 = brentq(lambda h: comp(h) - 0.3, -5, 5)
p_transfer = (log_eig(h0, ln_y + step) - log_eig(h0, ln_y - step)) / (2 * step)
assert abs(p_transfer - ab_fraction(0.3, weight(300.0))) < 1e-7

# Reversal of the preferred neighbour
T_star = 4 * W_MEV / (KB * LN_R)
T_quantum = brentq(lambda T: W_MEV + v_exact(T), 300.0, 3000.0)
assert ab_fraction(0.5, weight(0.9 * T_star)) > 0.5
assert ab_fraction(0.5, weight(1.1 * T_star)) < 0.5
assert abs(T_quantum / T_star - 1) < 0.05

# Square lattice with one scalar displacement per site: loops spoil exactness
L = 6
N2 = L * L
site_id = np.arange(N2).reshape(L, L)
first = np.concatenate([site_id.ravel(), site_id.ravel()])
second = np.concatenate([np.roll(site_id, -1, 0).ravel(),
                         np.roll(site_id, -1, 1).ravel()])


def lattice_log(springs):
    lap = np.zeros((N2, N2))
    np.add.at(lap, (first, first), springs)
    np.add.at(lap, (second, second), springs)
    np.add.at(lap, (first, second), -springs)
    np.add.at(lap, (second, first), -springs)
    return np.sum(np.log(np.linalg.eigvalsh(lap)[1:]))


base = np.repeat([0, 1], N2 // 2)
t = rng.permutation(base)
log_k = np.log(K[t[first], t[second]] / 60.0)
uniform = lattice_log(np.ones(2 * N2))
errors = [lattice_log(np.exp(s * log_k)) - uniform
          - (N2 - 1) / (2 * N2) * s * log_k.sum() for s in (0.1, 0.05)]
assert 3.6 < errors[0] / errors[1] < 4.4
groups = {}
for trial in range(400):
    t = rng.permutation(base)
    n_ab = np.count_nonzero(t[first] != t[second])
    groups.setdefault(n_ab, []).append(
        0.5 * lattice_log(K[t[first], t[second]]) / N2)
largest = max(groups.values(), key=len)
spread = np.ptp(largest)
assert len(largest) > 5 and spread > 1e-5

print(f"kAA, kAB, kBB = {K[0,0]:.0f}, {K[0,1]:.0f}, {K[1,1]:.0f} N/m")
print(f"masses A, B = {MASS[0]:.0f}, {MASS[1]:.0f} u")
print(f"static energy w per AB bond = {W_MEV:.1f} meV")
print(f"R = {R:.4f}, ln R = {LN_R:.5f}")
print(f"v_vib/kT per AB bond = {-LN_R/4:.5f}")
print(f"Ising coefficient (1/8) ln R = {LN_R/8:.5f} kT")
print(f"classical entropy per AB bond = {LN_R/4:.5f} k_B")
S_exact = -(v_exact(1001.0) - v_exact(999.0)) / (2 * KB)
print(f"quantum entropy, ordered minus separated, 1000 K = {S_exact:.5f} k_B/atom")
print(f"S(ordered)-S(random), all-chain average = {s_order_random:.5f} k_B/atom")
for name, (ab, cost) in crystal_cost.items():
    print(f"crystal {name}: AB bonds/atom {ab:.4f}, F_vib cost {cost:.5f} kT/atom")
top = HBAR_OMEGA * np.sqrt(max(band(c, 400).max() for c in (A, B, AB)))
print(f"largest mode energy in A, B and AB chains = {top:.2f} meV")
print("ordered minus separated vibrational free energy, meV/atom:")
for T in (100.0, 300.0, 1000.0, 2000.0):
    print(f"T={T:.0f} K: classical {v_classical(T):.4f}, first quantum term "
          f"{v_quantum_term(T):.4f}, exact {v_exact(T):.4f}")
print(f"remainder ratio 1000 K / 2000 K (in units of kT) = {rest[0]/rest[1]:.2f}")
print(f"AAABBBAB minus AABB crystal, 300 K = {nonpair:.5f} meV/atom")
print(f"classical reversal temperature T* = {T_star:.1f} K")
print(f"ordered/separated equality with quantum modes = {T_quantum:.1f} K")
print("classical vibrations, c = 1/2:")
for T in (300.0, 500.0, 1000.0, T_star, 2000.0, np.inf):
    y = weight(T)
    p = ab_fraction(0.5, y)
    print(f"T={T:.1f} K: y={y:.5f}, p={p:.5f}, alpha={1-2*p:.5f}")
print(f"p at 500 K from sum over {2**n_atoms} chains = {p_enum:.5f}")
print(f"p at c=0.3, 300 K from transfer matrix = {p_transfer:.5f}")
print(f"square lattice: error ratio on halving contrast = {errors[0]/errors[1]:.3f}")
print(f"square lattice: {len(largest)} arrangements with equal bond counts")
print(f"their vibrational entropy spread = {spread:.5f} k_B/atom")
print("verified")
```

Running it gives:

```
kAA, kAB, kBB = 40, 75, 90 N/m
masses A, B = 30, 60 u
static energy w per AB bond = -10.0 meV
R = 0.6400, ln R = -0.44629
v_vib/kT per AB bond = 0.11157
Ising coefficient (1/8) ln R = -0.05579 kT
classical entropy per AB bond = -0.11157 k_B
quantum entropy, ordered minus separated, 1000 K = -0.11024 k_B/atom
S(ordered)-S(random), all-chain average = -0.05579 k_B/atom
crystal AB: AB bonds/atom 1.0000, F_vib cost 0.11157 kT/atom
crystal AABB: AB bonds/atom 0.5000, F_vib cost 0.05579 kT/atom
crystal AAB: AB bonds/atom 0.6667, F_vib cost 0.07438 kT/atom
crystal AAABAB: AB bonds/atom 0.6667, F_vib cost 0.07438 kT/atom
largest mode energy in A, B and AB chains = 44.24 meV
ordered minus separated vibrational free energy, meV/atom:
T=100 K: classical 0.9615, first quantum term 1.1564, exact 1.8698
T=300 K: classical 2.8844, first quantum term 0.3855, exact 3.2571
T=1000 K: classical 9.6145, first quantum term 0.1156, exact 9.7298
T=2000 K: classical 19.2290, first quantum term 0.0578, exact 19.2868
remainder ratio 1000 K / 2000 K (in units of kT) = 15.94
AAABBBAB minus AABB crystal, 300 K = -0.00045 meV/atom
classical reversal temperature T* = 1040.1 K
ordered/separated equality with quantum modes = 1028.4 K
classical vibrations, c = 1/2:
T=300.0 K: y=1.31685, p=0.56838, alpha=-0.13676
T=500.0 K: y=1.12808, p=0.53009, alpha=-0.06019
T=1000.0 K: y=1.00448, p=0.50112, alpha=-0.00224
T=1040.1 K: y=1.00000, p=0.50000, alpha=0.00000
T=2000.0 K: y=0.94786, p=0.48662, alpha=0.02677
T=inf K: y=0.89443, p=0.47214, alpha=0.05573
p at 500 K from sum over 1024 chains = 0.53009
p at c=0.3, 300 K from transfer matrix = 0.46596
square lattice: error ratio on halving contrast = 3.999
square lattice: 93 arrangements with equal bond counts
their vibrational entropy spread = 0.00275 k_B/atom
verified
```
